\section*{Why Monte Carlo collisions speed numerical thermalization in one-dimensional particle-in-cell plasmas}

\section{What relaxes}

\textbf{Q.} My one-dimensional particle-in-cell runs drift towards a Maxwellian even when the collisions I put in are elastic. What is relaxing, and how do I separate it from real physics?

\textbf{A.} Take a uniform plasma: electrons move along $x$ over a fixed neutralizing background and carry three velocity components. Elastic collisions with infinitely heavy neutrals redirect the velocity isotropically at rate $\nu$ and keep the speed. They leave any isotropic density $f(v)$ unchanged, so a change in the speed distribution must come from the fluctuating field of the simulation particles. That change is the numerical thermalization.

I use $\omega_p=\lambda_D=v_t=1$, with $v_t^2=\langle v^2\rangle/3$. The number of particles per Debye length, $N_D=n\lambda_D$, then equals the line density $n$. Write $u=v_x$, $w=v_\perp^2$, and let $F(u)$ be $f$ integrated over $\mathbf v_\perp$, normalized to one. The symbol $E$ is the acceleration due to the field:
\begin{equation}
\frac{\partial E}{\partial x}=\frac1{N_D}\sum_j\delta(x-x_j)-1 .
\end{equation}

\section{Without collisions}

\textbf{Q.} Particle noise has a strength of order $1/N_D$. Why is the collisionless time not simply proportional to $N_D$?

\textbf{A.} At order $1/N_D$ particles interact in pairs. For equal masses on a line, $u_1+u_2$ and $u_1^2+u_2^2$ are conserved, hence so is
\begin{equation}
(u_1-u_2)^2=2(u_1^2+u_2^2)-(u_1+u_2)^2 .
\end{equation}
The pair keeps its velocities or exchanges them. Either way $F$ is unchanged.

\textbf{Q.} In a plasma each particle is surrounded by a screening cloud. Does the cancellation survive?

\textbf{A.} Yes, at this order and for stable $F$. First we need the screening. The linearized Vlasov equation, for a disturbance $e^{ikx-i\omega t}$, is $-i(\omega-kv)f_1+EF'=0$, so $f_1=-iEF'/(\omega-kv)$. With an external source $\rho$, Poisson's equation gives
\begin{align}
\rho&=ikE-\int f_1\,dv
=ikE\left[1+\frac1k\int\frac{F'(v)}{\omega-kv}dv\right]=ikE\,\varepsilon ,\\
\varepsilon(k,ku)&=1+\frac{W(u)}{k^2},\qquad
W(u)=-\int\frac{F'(v)}{v-u-i0}\,dv\quad(k>0).
\end{align}
Thus $\operatorname{Im}W=-\pi F'(u)$.

Isotropic distributions are stable. They have $F(u)=2\pi\int_{|u|}^{\infty}f(v)v\,dv$, so $vF'(v)\le0$. A growing wave needs $W(a+ib)=-k^2$ with $b>0$. Its imaginary part requires $\int F'/|v-a-ib|^2dv=0$. The real part is then $-\int vF'/|v-a-ib|^2dv>0$, which cannot equal $-k^2$.

Now follow a particle of velocity $u$. Each source of velocity $v$ contributes $1/(ikN_D\varepsilon)$ to the Fourier amplitude of $E$. Summing independent sources of density $N_DF(v)dv$, the field correlation along the orbit is
\begin{equation}
C(\tau)=\int\frac{dk}{2\pi}\int dv\,
\frac{F(v)e^{ik(u-v)\tau}}{N_Dk^2|\varepsilon(k,kv)|^2}.
\end{equation}
The diffusion coefficient is $D=\frac12\int C\,d\tau$. The time integral gives $2\pi\delta(u-v)/|k|$, and both signs of $k$ contribute equally:
\begin{equation}
D(u)=\frac{F(u)}{N_D}\int_0^\infty\frac{dk}{k^3|\varepsilon(k,ku)|^2}.
\label{D}
\end{equation}

The particle also feels its own wake. At its position this is
\begin{equation}
A=\int\frac{dk}{2\pi}\frac1{ikN_D\varepsilon}
=\frac1{\pi N_D}\int_0^\infty\frac{dk}{k}\operatorname{Im}\frac1\varepsilon
=\frac{F'}{N_D}\int_0^\infty\frac{dk}{k^3|\varepsilon|^2}
=D\frac{F'}{F}.
\end{equation}
The second step combines $\pm k$; the third uses $\operatorname{Im}(1/\varepsilon)=-\operatorname{Im}\varepsilon/|\varepsilon|^2=\pi F'/(k^2|\varepsilon|^2)$. Since $F'<0$ for $u>0$, this is a drag.

A random field depending on $x$ and $t$ preserves phase-space volume, so it cannot alter a density uniform in $u$. Its flux is therefore $-D\,\partial_uf$. Adding the drag,
\begin{equation}
J_x=-D\left(\frac{\partial f}{\partial u}-f\frac{F'}{F}\right),\qquad
\int J_x\,d^2v_\perp=-D(F'-F')=0.
\label{J}
\end{equation}
So $F$ is frozen at order $1/N_D$. The next order involves three particles: three velocities and two conservation laws leave one free parameter, so real redistribution is possible. A surviving rate of order $1/N_D^2$ means a time of order $N_D^2$. This counting gives the power, not the coefficient.

\textbf{Q.} Can the integral for $D$ be done?

\textbf{A.} For $u>0$ put $W=R+iI$, $I=\pi|F'|$, and $s=k^2$:
\begin{equation}
\int_0^\infty\frac{k\,dk}{|k^2+W|^2}
=\frac12\int_0^\infty\frac{ds}{(s+R)^2+I^2}
=\frac{1}{2I}\left(\frac\pi2-\arctan\frac RI\right)=\frac{\theta}{2I},
\end{equation}
where $\theta=\arg W$ lies between $0$ and $\pi$. Hence
\begin{equation}
D=\frac{F\theta}{2\pi N_D|F'|},\qquad
D\frac{F'}F=-\frac{\theta}{2\pi N_D}\quad(u>0).
\end{equation}

\section{What scattering changes}

\textbf{Q.} If the flux cancels, what do my elastic collisions uncover?

\textbf{A.} The cancellation in \eqref{J} holds after summing over $\mathbf v_\perp$, not at each $\mathbf v_\perp$. Two particles exchange $u$, but each keeps its own $w$. The full distribution therefore changes at order $1/N_D$ while $F$ stands still.

Entropy shows where this leads. Let $a=\partial_u\ln f$ and $b=F'/F$, so $J_x=-Df(a-b)$. For $S=-\int f\ln f\,d^3v$ and $\partial_tf=-\partial_uJ_x$, integration by parts gives
\begin{equation}
\frac{dS}{dt}=-\int J_x\,a\,d^3v=\int Df\,a(a-b)\,d^3v
=\int Df(a-b)^2d^3v\ge0 .
\end{equation}
In the last step I subtracted $\int Dfb(a-b)\,d^3v$, which vanishes because $\int f(a-b)\,d^2v_\perp=F'-Fb=0$. Evolution at this order stops when $a=b$, that is, when $f=F(u)g(\mathbf v_\perp)$. Without scattering, $F$ is still the initial one.

Scattering makes $f$ isotropic again. Suppose $f$ is both isotropic and separable, $G(u^2+w)=X(u^2)Y(w)$. Differentiating the logarithm with respect to $u^2$ and to $w$ gives
\begin{equation}
\frac{G'}{G}=\frac{X'(u^2)}{X(u^2)}=\frac{Y'(w)}{Y(w)} .
\end{equation}
A function of $u^2$ equals a function of $w$, so both are constant and $f$ is Maxwellian. Until then the field and the scattering undo each other's stationary state, and relaxation continues at order $1/N_D$.

\textbf{Q.} Does that give a definite time?

\textbf{A.} Let scattering be fast enough to keep $f$ isotropic, but $\nu\ll1$ so that \eqref{D} can still be used. For the fastest electrons this is an approximation: they resonate with waves whose Landau damping can be slower than $\nu$. With $u=\mu v$, $\partial_uf=\mu f'(v)$. Averaging the divergence of the flux over directions leaves the radial flux $\Gamma=\langle\mu J_x\rangle$:
\begin{equation}
\frac{\partial f}{\partial t}=-\frac1{v^2}\frac{\partial(v^2\Gamma)}{\partial v},\qquad
\Gamma=-\left[f'\langle\mu^2D\rangle+\frac{f\langle\mu\theta\rangle}{2\pi N_D}\right],
\end{equation}
with averages over $0<\mu<1$. Every term in $\Gamma$ carries $1/N_D$, so the solution depends on $t/N_D$ alone. That is the linear law.

I start from a Druyvesteyn distribution, $f\propto e^{-cv^4}$. Its ratio $\langle v^4\rangle/\langle v^2\rangle^2$ is 1.371; a Maxwellian has 1.667. Solving the equation and taking the mean decay rate of this gap over $1<t/N_D<8$ gives $0.112/N_D$ on the velocity mesh used here (refining the mesh raises it to about $0.114/N_D$ and lowers the coefficient below from 8.9 to 8.8), or
\begin{equation}
\tau_{\rm mix}\simeq8.9\,N_D/\omega_p .
\end{equation}

\textbf{Q.} Can I see the initial rate without solving it?

\textbf{A.} Let $\bar w(u)$ be the mean of $w$ at fixed $u$. Multiply $\partial_tf$ by $v^4=(u^2+w)^2$ and integrate by parts:
\begin{equation}
\frac{d\langle v^4\rangle}{dt}=\int4u(u^2+w)J_x\,d^3v .
\end{equation}
The $u^3$ term vanishes by \eqref{J}. For the other,
\begin{equation}
\int wJ_x\,d^2v_\perp=-D\left[(F\bar w)'-F'\bar w\right]=-DF\bar w',
\end{equation}
so
\begin{equation}
\frac{d\langle v^4\rangle}{dt}=-4\int DFu\,\bar w'\,du .
\label{moment}
\end{equation}
For a Maxwellian $\bar w$ is constant and the rate is zero. For the Druyvesteyn start, \eqref{moment} gives $0.332/N_D$; the discretized kinetic equation gives $0.325/N_D$, about 2\% less. These values, like the coefficient 8.9, are for point sheets. A grid weakens the force at large $k$: with linear weighting and aliases neglected, the initial rate falls by about 6\%, 15\%, 32\% and 55\% for cells of $0.25$, $0.5$, $1$ and $2\,\lambda_D$. The runs below use cells of $0.25\,\lambda_D$.

\section{What the simulations show}

\textbf{Q.} Is there a direct sign that $f$ changes while $F$ does not?

\textbf{A.} The covariance of $u^2$ and $w$ vanishes for a separable $f$. Initially isotropy gives $\langle u^2w\rangle=\langle\mu^2(1-\mu^2)\rangle\langle v^4\rangle=\frac2{15}\langle v^4\rangle$. With $\langle v^4\rangle=9\times1.371$, $\langle u^2\rangle=1$ and $\langle w\rangle=2$, the covariance is $1.645-2=-0.355$. Using $2uw$ in place of $4u(u^2+w)$ above halves \eqref{moment}, so the initial decay rate is $0.166/(0.355N_D)=0.47/N_D$.

A collisionless run at $N_D=20$ gave an early mean rate of $0.40/N_D$. Over $t=100$ to $160$ only 0.06 of the covariance remained, while 0.88 of the deviation of the $v_x$ kurtosis from 3 was still there. The correlation goes first; $F$ largely persists.

\textbf{Q.} And the two powers of $N_D$?

\textbf{A.} Here $\tau$ is the inverse mean decay rate of a deviation from the Maxwellian value. With scattering I use the ratio $\langle v^4\rangle/\langle v^2\rangle^2$; without it, the $v_x$ kurtosis, which depends on $F$ alone. At fixed $\nu=0.1\,\omega_p$, the times for $N_D=12,20,40,80$ were $\omega_p\tau=74,126,254,496$. The fitted power is 1.00, from one run at each $N_D$. Other random starts shift these times by up to about 10\% and give a power near 0.9 between $N_D=12$ and $40$, so the law is linear only to that accuracy.

Without collisions, $N_D=5$ and $12$ gave 199 and 809. The power between them is 1.60, but these are single noisy runs: other random starts give powers from about 1.2 to 1.9, steeper than linear and short of two. Two small values of $N_D$ do not establish the asymptotic law. Higher orders in $1/N_D$, sampling noise and the fitting windows, which both start at $t=40$ and so differ in $t/N_D^2$, may account for the difference. So may the grid and the finite time step: the pair argument needs exact conservation of both momentum and energy, and they break that of energy slightly, so $F$ can change already at order $1/N_D$. These runs do not separate the causes. At $N_D=12$ the time with scattering was shorter by a factor of about ten, though the two times refer to the different moments named above.

\textbf{Q.} The scattering runs give $\tau\simeq6.2N_D$ at $N_D=80$, not $8.9N_D$. What else is acting?

\textbf{A.} A second channel of the same order. Without collisions, a particle gains nothing lasting from a field that oscillates out of resonance with it. A random velocity change interrupts the oscillation and leaves a net kick.

To estimate this, take a thermal field. A density ripple of wave number $k$ costs free energy proportional to $N_D(1+1/k^2)$: the first part is entropy, the second field energy. Its mean square is thus $1/[N_D(1+1/k^2)]$ per mode, and $E_k$ is the ripple divided by $ik$:
\begin{equation}
\langle E^2\rangle=\frac1{N_D}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac1{1+k^2}=\frac1{2N_D}.
\end{equation}
The run at $N_D=80$ gave $0.42/N_D$; including the smoothing by its grid lowers the thermal estimate to $0.43/N_D$. Treat the whole field as oscillating at $\omega_p$, and let collisions destroy the memory of direction at rate $\gamma$:
\begin{equation}
D_c=\langle E^2\rangle\int_0^\infty\cos t\,e^{-\gamma t}dt
=\frac{\gamma\langle E^2\rangle}{1+\gamma^2}\simeq\frac{\gamma}{2N_D}.
\end{equation}
Isotropic scattering has $\gamma=\nu$. Near equilibrium a matching drag makes the Maxwellian stationary. Averaged over directions, moments then evolve under
$\mathcal L=\frac{D_c}{3}(\nabla_v^2-\mathbf v\cdot\nabla_v)$. For $p=v^4-10v^2+15$,
\begin{equation}
\mathcal Lp=\frac{D_c}{3}\left[(20v^2-4v^4)-10(6-2v^2)\right]=-\frac{4D_c}{3}\,p ,
\end{equation}
so this channel adds an estimated rate $2\nu/(3N_D)$. The coefficient is rough: ripples with $k$ of order one or more do not simply oscillate at $\omega_p$, and their resonant effect is already counted in the mixing.

At $\nu=0.1$ the sum is $(0.112+0.067)/N_D=0.179/N_D$; the run at $N_D=80$ gave $0.161/N_D$. At $\nu=0.02$ and $N_D=120$ the run gave $0.106/N_D$, against $0.112/N_D$ for mixing alone and $0.126/N_D$ for the sum. The small addition is not resolved there; scattering that does not fully restore isotropy can also lower the rate.

\textbf{Q.} Could this second channel be the whole story?

\textbf{A.} Not at small $\nu$. Replace scattering by random reversals $v_x\to-v_x$, which do not mix components. After time $t$ the mean of $(-1)^{\text{number of reversals}}$ is $e^{-2\nu t}$, so $\gamma=2\nu$ and $D_c=\nu/N_D$. In one dimension $\mathcal L=D_c(\partial_u^2-u\partial_u)$, and
\begin{equation}
\mathcal L(u^4-6u^2+3)=D_c(12u^2-12-4u^4+12u^2)=-4D_c(u^4-6u^2+3).
\end{equation}
The estimated rate is $4\nu/N_D$. At $N_D=20$, the $v_x$ kurtosis relaxed at $0.45/N_D$ for $\nu=0.1$ and $0.11/N_D$ for $\nu=0.02$; the estimates are 0.40 and 0.08. At $\nu=0.1$ reversals are thus a faster route to a Maxwellian $F$ than isotropic scattering is for the speed distribution. But their rate fell by a factor of 4.3 between the two values of $\nu$, while the scaled rate for isotropic scattering fell by only 1.5, with $N_D$ also changed from 80 to 120. The part that remains at small $\nu$, while scattering still restores isotropy, is mixing.

\textbf{Q.} Then can I make $\nu$ small enough to escape?

\textbf{A.} Only in part. Once scattering no longer restores isotropy as fast as the field destroys it, the linear law ends, but scattering then sets the pace. At order $1/N_D$ the field keeps $f$ separable, so $\langle u^2w\rangle=2$, and changes neither $\langle u^4\rangle$ nor $\langle w^2\rangle$. Scattering pulls these two towards $\frac15\langle v^4\rangle$ and $\frac8{15}\langle v^4\rangle$ at rate $\nu$. Since $\langle v^4\rangle=\langle u^4\rangle+4+\langle w^2\rangle$,
\begin{equation}
\frac{d\langle v^4\rangle}{dt}=\nu\left[\frac{11}{15}\langle v^4\rangle-\langle u^4\rangle-\langle w^2\rangle\right]=-\frac{4\nu}{15}\left(\langle v^4\rangle-15\right).
\end{equation}
The time is then $15/(4\nu)$, whatever $N_D$ is. You recover the collisionless time only when $\nu$ is so small that $15/(4\nu)$ is much the longer of the two. The linear law with coefficient 8.9 needs $\nu N_D/(0.47\,\omega_p)\gg1$. At $N_D=20$ and $\nu=0.005$ this ratio is 0.2, and 0.78 of the kurtosis deviation survived over $t=130$ to $160$, against 0.29 at $\nu=0.1$. Both channels weaken in that comparison. At fixed $\nu$, raising $N_D$ brings the linear regime back.

\section{An etching plasma}

\textbf{Q.} What does this mean for a chlorine etch simulation with 500 particles per Debye length?

\textbf{A.} Take rough typical values: $n_e=10^{10}\,\mathrm{cm^{-3}}$, $T_e=3$ eV (two thirds of the mean energy), and atomic chlorine at 10 mTorr and 500 K. With a rough elastic cross section of $10^{-15}\,\mathrm{cm^2}$,
\begin{equation}
\lambda_D=0.129\ \mathrm{mm},\quad
\omega_p=5.64\times10^9\ \mathrm{s^{-1}},\quad
\nu=2.3\times10^7\ \mathrm{s^{-1}}=0.0041\,\omega_p .
\end{equation}
The isotropy ratio is $0.0041\times500/0.47=4.4$. This is only moderately large, so incomplete isotropy may lengthen the time by roughly 15\%; by the rough estimate above, the second channel adds about 2\% to the mixing rate. The fully isotropic limit for point sheets, or cells much smaller than $\lambda_D$, gives
\begin{equation}
\tau_{\rm mix}=\frac{8.9\times500}{5.64\times10^9\ \mathrm{s^{-1}}}=0.79\ \mu\mathrm s .
\end{equation}
Judged by the initial rate, cells of size $\lambda_D$ would lengthen this by roughly half. Without collisions, scaling the $N_D=12$ result by $N_D^2$ gives about $250\ \mu$s. Continuing the measured power 1.60 instead gives about $60\ \mu$s. Either is a long extrapolation, and a contribution of order $1/N_D$ from the grid and time step would make the time shorter.

\textbf{Q.} Is $0.79\ \mu$s short compared with the physics I want?

\textbf{A.} Yes, compared with the average times that follow. A rough inelastic cross section of $10^{-16}\,\mathrm{cm^2}$ above 9 eV gives an inelastic time of $3.9\ \mu$s, averaged over all electrons of the Druyvesteyn distribution. Wall loss across a 5 cm gap would take about $9\ \mu$s if the density at the sheath edge equalled that in the centre; the usual fall of density towards the sheath makes it longer. Electron--electron Coulomb relaxation takes between about 10 and $25\ \mu$s, depending on how the time is defined, and energy loss by elastic recoil $1400\ \mu$s. With fine cells the numerical process is four to five times faster than this average inelastic one (about three times with cells of size $\lambda_D$) and can distort the distribution. These averages do not settle how far it refills a depleted tail, where inelastic collisions are also faster: an electron at 9 eV moves at $1.8\times10^6$ m/s through $1.9\times10^{14}$ atoms per $\mathrm{cm^3}$, so it collides inelastically after about $0.3\ \mu$s on average. To make the numerical process ten times slower than the average inelastic one, under these conditions and with cells much smaller than $\lambda_D$,
\begin{equation}
N_D\simeq\frac{10\times3.87\times10^{-6}\ \mathrm s\times5.64\times10^9\ \mathrm{s^{-1}}}{8.9}
\simeq2.5\times10^4 .
\end{equation}

\textbf{Q.} How far would a real chlorine discharge move these numbers?

\textbf{A.} Real discharges also contain molecules and negative ions, and their cross sections depend on energy. Of the loss processes estimated above, inelastic loss is the fastest. The required $N_D$ is proportional to the inelastic time, so doubling the inelastic rate halves the $N_D$ set by this criterion. By contrast, $\tau_{\rm mix}$ does not depend on the elastic cross section while scattering is fast enough and $\nu\ll\omega_p$. The ion plasma frequency is 0.004 of the electron one, so ions barely move during one electron oscillation. Over $\tau_{\rm mix}=0.79\ \mu$s, however, $\omega_{pi}\tau_{\rm mix}\simeq17$, and they have time to respond; the fixed background used here leaves that out. Degeneracy is negligible: the Fermi energy is $6\times10^{-9}$ of $T_e$. Sheaths, radio-frequency heating and non-uniform density lie outside this uniform model, and I have not sized their effect on the coefficient. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Diffusion formula, largest relative error: 1.0e-15
N_D D at u=0.3 (reduced): 0.2420
N_D D at u=1.0 (reduced): 0.2056
N_D D at u=2.5 (reduced): 0.0982
N_D d<v^4>/dt, identity (reduced): 0.3319
N_D d<v^4>/dt, kinetic equation (reduced): 0.3246
Same for a Maxwellian (reduced): -0.00725
Kinetic-equation energy error: -0.140 %
Initial <v^4>/<v^2>^2: 1.3708; Maxwellian 1.6667
Mixing theory: N_D x rate / omega_p: 0.1123
Mixing theory: time / (N_D/omega_p): 8.90
No collisions, N_D=5: omega_p tau = 199
No collisions, N_D=12: omega_p tau = 809
Power of N_D without collisions: 1.60
Collisionless coefficient tau omega_p/N_D^2: 5.6
nu/omega_p=0.1, N_D=12: omega_p tau = 74
nu/omega_p=0.1, N_D=20: omega_p tau = 126
nu/omega_p=0.1, N_D=40: omega_p tau = 254
nu/omega_p=0.1, N_D=80: omega_p tau = 496
Power of N_D with collisions: 1.00
Time ratio without/with at N_D=12: 10.9
No collisions, N_D=20, t=100-160: covariance left 0.056
Same window: v_x kurtosis gap left 0.879
N_D x covariance decay rate, theory: 0.468
N_D x covariance decay rate, PIC: 0.397
N_D <E^2> (reduced): thermal 0.500, PIC 0.424
N_D x rate, nu=0.1, N_D=80: PIC 0.161, mixing+dephasing 0.179
N_D x rate, nu=0.02, N_D=120: PIC 0.106, mixing+dephasing 0.126
Reversals, nu=0.1, N_D=20: N_D x rate 0.453, estimate 0.400
Reversals, nu=0.02, N_D=20: N_D x rate 0.106, estimate 0.080
N_D=20, t=130-160, v_x gap, nu=0.1: 0.286
Same, weak scattering nu=0.005: 0.778
Largest PIC energy error: 2.16 %
Example: n_e=1.0e+10 cm^-3, T_e=3.0 eV
Gas: 10.0 mTorr, 500.0 K, 1.93e+14 cm^-3
Elastic cross section (rough): 1e-15 cm^2
Inelastic (rough): 1e-16 cm^2, 9.0 eV
Electrode gap: 5.0 cm; N_D=500
Debye length: 0.1288 mm
Plasma angular frequency: 5.641e+09 s^-1
Elastic collision frequency: 2.306e+07 s^-1
nu/omega_p: 0.00409
Scattering rate / covariance decay rate: 4.37
Dephasing rate / mixing rate: 0.0243
Numerical relaxation time with collisions: 0.789 us
Without collisions, extrapolated: 249 us
Inelastic collision time: 3.87 us
Electron-electron Coulomb time: 18.2 us
Elastic recoil energy-loss time: 1401 us
Wall-loss time: 8.75 us
Ion/electron plasma frequency: 0.00393
Fermi energy / T_e: 5.6e-09
N_D for numerical time = 10 inelastic times: 24523
\end{verbatim}
